\section*{Nonsaturating Magnetoresistance of a Compensated Two-Carrier Silicide}

\section{Definitions and conventions}

A long, uniform bar carries a current density $J$ along $x$ in a magnetic field $B$ along $z$. Its sides are at $y=\pm W/2$. No net current leaves through them, so in the steady state $J_y=0$. The resistivity is $\rho(B)=E_x/J$, with $\rho_0=\rho(0)$, and the transverse magnetoresistance is the dimensionless ratio
\begin{equation}
\mathrm{MR}=\frac{\rho(B)-\rho_0}{\rho_0}.
\end{equation}

The bar contains electrons of density $n$ and holes of density $p$. The elementary charge $e$ and the mobilities $\mu_e,\mu_h$ are positive. The sign $s=+1$ marks holes and $s=-1$ electrons. A mobility in $\mathrm{m^2/Vs}$ times a field in tesla is a pure number. Perfect compensation means $n=p$. The statement to be derived is then
\begin{equation}
\boxed{\mathrm{MR}=\mu_e\mu_hB^2 .}
\label{main}
\end{equation}

It belongs to a classical model in which each carrier type has one isotropic mobility that does not depend on the field, and the flow is uniform across the bar. Uniform flow carries a hidden condition, which appears in the first derivation: electron-hole pairs must be created at one side of the bar and must recombine at the other.

\section{First derivation: balance of forces}

In a steady drift the electric and magnetic forces balance friction. For a carrier of charge $se$, friction proportional to velocity gives $\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B)$. With $\mathbf B$ along $z$, $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$, so
\begin{equation}
v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).
\label{force}
\end{equation}

The current densities for $n=p$ are
\begin{equation}
J=ne(v_{hx}-v_{ex}),\qquad 0=J_y=ne(v_{hy}-v_{ey}).
\label{currents}
\end{equation}
The second relation does not stop the sideways motion. It requires both carriers to have the same sideways velocity, called $w$. Equal numbers of opposite charges drifting together carry no charge current, but they do carry pairs from one side of the bar to the other.

The $y$ equations, each divided by its mobility, are
\begin{align}
\frac{w}{\mu_h}&=E_y-v_{hx}B, &
\frac{w}{\mu_e}&=-E_y+v_{ex}B .
\label{yeq}
\end{align}
Adding them removes $E_y$, and Eq.~\eqref{currents} replaces the velocity difference:
\begin{equation}
w\left(\frac1{\mu_e}+\frac1{\mu_h}\right)=-B(v_{hx}-v_{ex})=-\frac{BJ}{ne},
\qquad
w=-\frac{BJ}{ne}\,\frac{\mu_e\mu_h}{\mu_e+\mu_h}.
\label{w}
\end{equation}

The $x$ equations are $v_{hx}=\mu_h(E_x+wB)$ and $v_{ex}=-\mu_e(E_x+wB)$. Their difference gives
\begin{equation}
J=ne(\mu_e+\mu_h)(E_x+wB).
\label{xeq}
\end{equation}
At $B=0$ this yields $\rho_0=1/[ne(\mu_e+\mu_h)]$. At finite field, solving for $E_x$ and inserting $w$ gives
\begin{align}
E_x&=\rho_0J-wB
=\frac{J}{ne(\mu_e+\mu_h)}+\frac{B^2J}{ne}\,\frac{\mu_e\mu_h}{\mu_e+\mu_h}\nonumber\\
&=\rho_0J\,(1+\mu_e\mu_hB^2),
\end{align}
which is Eq.~\eqref{main}.

The sideways drift acts like the motion of a conductor through a field: it produces a back field that the applied $E_x$ must overcome. One factor of $B$ creates the drift and the other turns the drift into a field along $x$. The magnetic force does no work, so the extra power must appear as friction. Indeed, replacing $BJ$ by means of Eq.~\eqref{w},
\begin{equation}
J(-wB)=ne\,w^2\left(\frac1{\mu_e}+\frac1{\mu_h}\right),
\end{equation}
which is the heat produced by the sideways motion of both carriers.

The Hall field follows from the first relation in Eq.~\eqref{yeq}, with $v_{hx}=\mu_h\rho_0J$:
\begin{equation}
E_y=v_{hx}B+\frac{w}{\mu_h}
=\frac{JB}{ne}\,\frac{\mu_h-\mu_e}{\mu_e+\mu_h}.
\label{hall}
\end{equation}
It vanishes for equal mobilities, while the magnetoresistance does not.

\section{Second derivation: paths between collisions}

The second route does not postulate friction. Each carrier has an isotropic mass $m$ and moves freely between collisions. A collision occurs with probability $dt/\tau$ in each interval $dt$ and leaves a velocity that averages to zero. The mass and $\tau$ may differ between the carriers.

Write $u=v_x+iv_y$ and $\mathcal E=E_x+iE_y$. The magnetic term becomes $v_yB-iv_xB=-iBu$, so free motion obeys
\begin{equation}
m\frac{du}{dt}=se(\mathcal E-iBu).
\end{equation}
With $\omega=eB/m$ and initial velocity $u_0$, the solution is
\begin{equation}
u(t)=u_0e^{-is\omega t}+\frac{\mathcal E}{iB}\left(1-e^{-is\omega t}\right).
\end{equation}
At a given moment, the time since a carrier's last collision has the distribution $e^{-t/\tau}/\tau$. The $u_0$ term averages to zero, and
\begin{equation}
\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{-is\omega t}=\frac1{1+is\omega\tau}.
\end{equation}
Since $\omega\tau=\mu B$ with $\mu=e\tau/m$, the mean velocity is
\begin{equation}
\bar u=\frac{\mathcal E}{iB}\left(1-\frac1{1+is\mu B}\right)=\frac{s\mu\,\mathcal E}{1+is\mu B}.
\label{ubar}
\end{equation}

Multiplying by charge and density, and using $s^2=1$, gives each carrier's complex conductivity, $e\times\text{density}/(\mu^{-1}+isB)$. Let $a=1/\mu_e$ and $b=1/\mu_h$. The two conductivities add:
\begin{equation}
\sigma=e\left[\frac{n}{a-iB}+\frac{p}{b+iB}\right]
=e\,\frac{(nb+pa)-i(p-n)B}{(a-iB)(b+iB)}.
\label{sigma}
\end{equation}
For $n=p$ the field cancels from the numerator. Inversion then gives
\begin{equation}
\frac1\sigma=\frac{(a-iB)(b+iB)}{ne(a+b)}
=\frac{ab+B^2+iB(a-b)}{ne(a+b)}.
\end{equation}
Because $J_y=0$, the complex current is the real number $J$, and $E_x$ is $J$ times the real part. Dividing that real part by its value at $B=0$ gives $1+B^2/(ab)=1+\mu_e\mu_hB^2$, which is again Eq.~\eqref{main}. The imaginary part reproduces Eq.~\eqref{hall}.

\subsection*{Unequal densities}

The same expression shows what imperfect compensation does. Let $S=nb+pa$ and $d=p-n$. Multiplying numerator and denominator of $1/\sigma$ by $S+idB$ gives
\begin{equation}
\rho=\frac{S(ab+B^2)-dB^2(a-b)}{e(S^2+d^2B^2)}
=\frac{Sab+(na+pb)B^2}{e(S^2+d^2B^2)},
\end{equation}
because $S-d(a-b)=na+pb$. Dividing by $\rho_0=ab/(eS)$ and subtracting one leaves
\begin{equation}
\mathrm{MR}=\frac{[S(na+pb)-abd^2]B^2}{ab(S^2+d^2B^2)}.
\end{equation}
The bracket expands to $n^2ab+np(a^2+b^2)+p^2ab-ab(p^2-2np+n^2)=np(a+b)^2$. Restoring the mobilities,
\begin{equation}
\mathrm{MR}=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2B^2}
{(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2}.
\label{general}
\end{equation}
With one carrier type absent, $np=0$ and the magnetoresistance is zero: no pair drift is possible. With both present and $n\ne p$, it saturates. The limit and the field at which half of it is reached are
\begin{equation}
\mathrm{MR}_\infty=\frac{np(\mu_e+\mu_h)^2}{(p-n)^2\mu_e\mu_h},\qquad
B_{1/2}=\frac{n\mu_e+p\mu_h}{|p-n|\mu_e\mu_h}.
\label{sat}
\end{equation}
Within this model, growth without limit therefore requires $n=p$.

\section{What each derivation assumes}

The second derivation contains the friction law of the first. Multiplying Eq.~\eqref{ubar} by its denominator gives $\bar u=s\mu(\mathcal E-iB\bar u)$, whose real and imaginary parts are Eq.~\eqref{force}. It thus supplies a microscopic reason for the law, using an isotropic mass, one collision time per carrier type and collisions that erase the mean velocity. The last is a convenience: if a collision keeps a fraction $c$ of the mean velocity, the same average gives Eq.~\eqref{ubar} with $\tau$ replaced by $\tau/(1-c)$. The first derivation needs linear friction, whatever its origin. Both assume uniform flow, $J_y=0$, classical orbits and no mutual friction between electrons and holes.

The two routes differ in convenience when the assumptions are relaxed. Suppose that the principal axes of the mobilities lie along the bar axes. In the force balance, $\mu_y$ then enters Eq.~\eqref{w} and $\mu_x$ enters Eq.~\eqref{xeq}, so that
\begin{equation}
\mathrm{MR}=B^2(\mu_{ex}+\mu_{hx})\frac{\mu_{ey}\mu_{hy}}{\mu_{ey}+\mu_{hy}}.
\label{aniso}
\end{equation}
The quadratic law survives with another coefficient.

The sum of conductivities is better suited to several isotropic pockets, with densities $n_i$, mobilities $\mu_i$ and signs $s_i$. Its real part is $e\sum_i n_i\mu_i^{-1}/(\mu_i^{-2}+B^2)$, which tends to $(e/B^2)\sum_i n_i/\mu_i$ at high field. Its imaginary part is $-eB\sum_i s_in_i/(\mu_i^{-2}+B^2)$. Compensation, $\sum_i s_in_i=0$, cancels the $1/B$ term and leaves one of order $1/B^3$, negligible beside the real part. With $\rho_0=1/(e\sum_i n_i\mu_i)$,
\begin{equation}
\frac{\mathrm{MR}}{B^2}\longrightarrow\frac{\sum_i n_i\mu_i}{\sum_i n_i/\mu_i}.
\label{pockets}
\end{equation}
The growth is still unbounded, but Eq.~\eqref{main} with averaged mobilities no longer gives its coefficient.

\subsection*{Edges that do not recombine pairs}

The force balance also shows what happens when the surfaces cannot absorb the pair flow. Then $w=0$ at $y=\pm W/2$, and pairs pile up near one edge and are depleted near the other. Let $\delta(y)$ be the small relative excess density, equal for both carriers by charge neutrality. Let $\theta$ be the ratio of diffusion coefficient to mobility, taken equal for both. Diffusion adds $-\theta\delta'$ to the right side of the first relation in Eq.~\eqref{yeq} and also to that of the second. Adding them, and using $v_{hx}-v_{ex}=(\mu_e+\mu_h)(E_x+wB)$, gives
\begin{equation}
w\left(\frac1{\mu_e}+\frac1{\mu_h}\right)=-B(\mu_e+\mu_h)(E_x+wB)-2\theta\delta'.
\end{equation}
Multiply by $\mu_e\mu_h/(\mu_e+\mu_h)$, and define $\beta^2=\mu_e\mu_hB^2$ and $D_a=2\theta\mu_e\mu_h/(\mu_e+\mu_h)$:
\begin{equation}
(1+\beta^2)w=-\beta^2E_x/B-D_a\delta'.
\end{equation}
If pairs relax in a time $\tau_r$, continuity gives $w'=-\delta/\tau_r$, hence $\delta'=-\tau_rw''$ and
\begin{equation}
w=w_\infty+L^2w'',\quad
w_\infty=-\frac{\beta^2E_x}{B(1+\beta^2)},\quad
L^2=\frac{D_a\tau_r}{1+\beta^2}.
\end{equation}
In a steady state that is uniform along $x$, $E_x$ does not vary across the bar. The solution is $w=w_\infty[1-\cosh(y/L)/\cosh(W/2L)]$, with mean $w_\infty(1-\eta)$, where $\eta=\tanh\xi/\xi$ and $\xi=W/2L$. Averaging Eq.~\eqref{xeq} over the width gives
\begin{equation}
\frac{\rho}{\rho_0}=\left[1-\frac{\beta^2(1-\eta)}{1+\beta^2}\right]^{-1}=\frac{1+\beta^2}{1+\beta^2\eta}.
\label{width}
\end{equation}
A wide bar has $\eta\to0$ and recovers Eq.~\eqref{main}. A narrow one has $\eta\to1$ and no magnetoresistance. In general $\mathrm{MR}=\beta^2(1-\eta)/(1+\beta^2\eta)$, so Eq.~\eqref{main} requires $(1+\beta^2)\eta\ll1$. In strong fields, $\beta\gg1$, this is much stricter than $W\gg L$.

\section{Numbers for a clean silicide crystal}

Take $n=p=10^{21}\ \mathrm{cm^{-3}}$, $\mu_e=20000$ and $\mu_h=10000\ \mathrm{cm^2/Vs}$, $B=9$~T and $J=100\ \mathrm{A/cm^2}$. In SI units the mobilities are 2 and 1, so $\mu_eB=18$, $\mu_hB=9$ and
\begin{equation}
\mathrm{MR}=18\times9=162,
\end{equation}
or 16200\%. The resistivity rises from 0.208 to $0.208\times163=33.9\ \mu\Omega\,\mathrm{cm}$. At 1, 3 and 14~T the ratio is 2, 18 and 392. Numerical averaging of the paths between collisions also gives 162.00 at 9~T.

The zero-field voltage gradient is $20.8\ \mu\mathrm{V/cm}$. At 9~T the back field adds $3370\ \mu\mathrm{V/cm}$, for a total of $3391\ \mu\mathrm{V/cm}$. The holes move along the bar at 0.208~cm/s and the electrons at $-0.416$~cm/s, but both drift sideways at $-3.74$~cm/s. The Hall field, $-187\ \mu\mathrm{V/cm}$, is small beside $E_x$.

A hole excess of 10\%, with $n$ and both mobilities fixed, lowers the ratio at 9~T to 125. The saturation value is 495 and the half-saturation field 15.5~T. For a 1\% excess that field is 150.5~T, and the ratio at 9~T is still 162.0. A 0.1\% excess gives 162.05, slightly above the compensated value. This follows from Eq.~\eqref{general}: for $p=n(1+\epsilon)$ the low-field coefficient changes by the factor $1+\epsilon(\mu_e-\mu_h)/(\mu_e+\mu_h)=1+\epsilon/3$ to first order, while saturation enters only in second order. A quadratic curve over a limited field range therefore does not prove perfect compensation.

Halving both sideways mobilities gives 81, as Eq.~\eqref{aniso} requires. Splitting the holes equally between pockets of 5000 and $15000\ \mathrm{cm^2/Vs}$, with the mean unchanged, gives 133. The high-field coefficient falls from 2 to $1.64\ \mathrm{T^{-2}}$.

\subsection*{The real material and the limits of the model}

These round parameters are illustrative and are not fitted to data. They imply a resistance ratio of only about 100 between room and helium temperature, and much larger magnetoresistance than 392 at 14~T has been reported for the cleanest crystals of molybdenum disilicide. The primitive cell of its tetragonal phase holds one formula unit, with 14 valence electrons. An even number can fill whole bands, so in a stoichiometric, nonmagnetic crystal any electrons in a higher band leave an equal number of holes below. Charged defects can upset this balance. The real Fermi surface is not a pair of spheres, so the anisotropy and pocket corrections above apply in kind; their sizes here are illustrations. All of them presume closed orbits. An open orbit can make the magnetoresistance saturate for one current direction even when $n=p$.

For the remaining estimates, assume spherical pockets, a mass of half the free-electron mass and 4.2~K. The Fermi energy is then 0.729~eV, and $\theta=2E_F/(3e)$. With an assumed recombination time of 56.9~ps, ten electron collision times, $L=0.476\ \mu\mathrm{m}$ at 9~T. Equation~\eqref{width} then gives a ratio of 140 for a 1~mm bar with inert edges, 13\% below 162. $L$ is shorter than the zero-field electron mean free path of $4.07\ \mu\mathrm{m}$, but in the field the sideways step is the cyclotron radius, $4.07/18=0.23\ \mu\mathrm{m}$, about half of $L$. The Boltzmann equation for the same model gives a decay length only 2\% shorter. The result remains an estimate because the recombination time and the behaviour of the edges are assumed.

The cyclotron energy at 9~T is 2.08~meV, far below the Fermi energy; the two would meet near 3150~T, well after the classical law had lost its basis. The usual free-electron estimate of quantum oscillations, with the transport collision time and without spin splitting, gives about 2\% of the conductivity. For the assumed mass this is an upper bound, but a lighter mass weakens the thermal damping, and $0.2\,m_e$ gives about 5\% at the same density and mobility. Spin splitting multiplies the fundamental by $\cos(\pi g m/2m_e)$, which vanishes for the assumed mass and $g=2$. Tunnelling between neighbouring orbits is strong where band gaps are below about 39~meV, by the customary criterion $E_g^2\sim\hbar\omega E_F$. Since an electron completes about three orbits between collisions, gaps twice as large, with a tunnelling probability of a few percent per crossing, can still matter. Thermal smearing of the carrier distribution is slight, since $k_BT/E_F=5\times10^{-4}$.

Scattering matters far more in devices. If the room-temperature resistivity is roughly $20\ \mu\Omega\,\mathrm{cm}$ and the densities and the ratio of the mobilities are unchanged, both mobilities fall by a factor of 96, and the magnetoresistance at 9~T is $162/96^2$, or 1.8\%. In a 20~nm contact film at low temperature, adding a surface-scattering path equal to the thickness reduces both mobilities to about $100\ \mathrm{cm^2/Vs}$ and leaves 0.8\%. This figure depends strongly on that assumption, which suits a fine-grained film. In a single-crystal film with diffuse surfaces, carriers at grazing angles travel much farther than the thickness, and with the field normal to the film the magnetoresistance can be a hundred times larger. Most of that is a size effect: the field cuts off the long grazing paths, it acts on a single carrier type as well, and it is not quadratic in $B$ at 9~T. The figure also assumes a wide film: with the same recombination time $L$ is about $0.5\ \mu\mathrm{m}$, and Eq.~\eqref{width} gives only 0.2\% for a $1\ \mu\mathrm{m}$ line with inert edges. For $\mu B\ll1$ the two-carrier law is quadratic with or without compensation. Compensation keeps it quadratic at $\mu B\gg1$, provided the orbits are closed and the flow stays uniform; with inert edges and $\beta^2\eta\gg1$, Eq.~\eqref{width} turns it linear in $B$ in a bar wider than $L$. A large effect needs $\mu_e\mu_hB^2\gg1$, which at a given density means long mean free paths; imbalance caps it at $\mathrm{MR}_\infty$ of Eq.~\eqref{sat}, and inert edges keep it below about $W/2L$. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
electron density = hole density: 1.0e+21 cm^-3
electron, hole mobility: 20000, 10000 cm2/Vs
field: 9.0 T; current density: 100 A/cm2
temperature: 4.2 K; assumed mass: 0.50 m_e
mu_e*B, mu_h*B: 18.0, 9.0 (no unit)
zero-field resistivity: 0.2081 uOhm cm
resistivity at 9 T: 33.91 uOhm cm
Ex at zero field: 20.8050 uV/cm
Ex at 9 T: 3391.220 uV/cm
back field -w*B: 3370.415 uV/cm
Hall field Ey: -187.245 uV/cm
sideways velocity w: -3.7449 cm/s
electron, hole vx: -0.41610, 0.20805 cm/s
MR at 1 T, force balance: 2.0000 (ratio)
MR at 3 T, force balance: 18.0000 (ratio)
MR at 9 T, force balance: 162.0000 (ratio)
MR at 14 T, force balance: 392.0000 (ratio)
MR at 9 T, trajectory average: 162.0000 (ratio)
MR at 9 T in percent: 16200 %
log slope 1e3-1e4 T, balanced: 2.0000
log slope 1e3-1e4 T, 10% excess holes: 0.0001
hole excess 0.1 %: MR(9 T) 162.05, saturation 4.505e+06, half-saturation field 1500.5 T
hole excess 1.0 %: MR(9 T) 161.96, saturation 4.545e+04, half-saturation field 150.5 T
hole excess 10.0 %: MR(9 T) 124.81, saturation 495, half-saturation field 15.5 T
MR at 9 T, sideways mobilities halved: 81.00 (ratio)
MR at 9 T, holes split 5000/15000 cm2/Vs: 133.45 (ratio)
split holes, high-field MR/B^2: 1.6364 T^-2
electron collision time: 5.69 ps
assumed recombination time: 56.9 ps
ambipolar diffusion coefficient: 6483 cm2/s
recombination length, 0 T and 9 T: 6.07, 0.476 um
MR at 9 T, 1 mm bar, inert edges: 140.2 (ratio)
Fermi energy: 0.729 eV; kT/EF: 5.0e-04
cyclotron energy at 9 T: 2.084 meV
thermal energy kT: 0.362 meV
field where cyclotron energy = EF: 3150 T
oscillation thermal factor: 0.223
oscillation collision factor, upper estimate: 0.840
relative oscillation size, rough: 1.8 %
magnetic breakdown gap scale: 39 meV
assumed room-temperature resistivity: 20 uOhm cm
mobility reduction at room temperature: 96 times
MR at 9 T, room temperature: 1.75 %
electron mean free path: 4.07 um
20 nm film mobilities, electron and hole: 97.7, 97.3 cm2/Vs
MR at 9 T, 20 nm film: 0.77 %
\end{verbatim}
